# What a split cavity transmission spectrum says about strong coupling

**The argument under review**

The argument concerns a monolayer semiconductor at the centre of a planar cavity. The calculated transmission has two peaks 66.8 meV apart. Between them, at the common energy of the empty cavity and the exciton, transmission falls to 0.016. The argument reads the peaks as two polariton modes, their separation as the difference of two mode energies, and the dip as proof of strong coupling.

The inference needs examination because a transmission peak and a mode are defined differently. A mode is a solution without incident light, and its complex energy is a pole of the response. A peak is a maximum at real energy of a driven response, to which several poles contribute. Does the dip require the two poles to have different real energies?

**The model and its modes**

Take one cavity mode with amplitude $a$ and one bright exciton with amplitude $b$, at normal incidence and in linear response. Let $\kappa$ be the full width at half maximum (FWHM) of the empty cavity, $\gamma$ the nonradiative FWHM of the exciton, and $g$ their coupling, all in energy units. Light emitted by the exciton into the cavity is described by $g$ and is not counted in $\gamma$. Measure energy $\delta$ from the exciton and let the cavity lie at $\Delta$. With time factor $e^{-i\delta t/\hbar}$,

$$
H=\begin{pmatrix}\Delta-i\kappa/2&g\\ g&-i\gamma/2\end{pmatrix}.
$$

At $\Delta=0$, separate the mean decay by setting $q=(\kappa-\gamma)/4$:

$$
H=-\frac{i(\kappa+\gamma)}4+M,\qquad
M=\begin{pmatrix}-iq&g\\g&iq\end{pmatrix}.
$$

The off-diagonal elements of $M^2$ cancel and both diagonal elements equal $g^2-q^2$. The mode energies are therefore

$$
E_\pm=-\frac{i(\kappa+\gamma)}4\pm\sqrt{g^2-\frac{(\kappa-\gamma)^2}{16}}.
$$

Their real parts differ only if $g>|\kappa-\gamma|/4$. This is the meaning of strong coupling used here. A stricter convention also requires the real splitting to exceed the linewidths. Below the threshold the square root is imaginary: the modes share one real energy and differ in decay rate.

**What transmission measures**

Let light of amplitude $s_{\rm in}$, normalized so that $|s_{\rm in}|^2$ is a photon rate, enter through one of two equal mirrors. Each mirror contributes $\kappa/2$ to the cavity width. The steady-state equations are

$$
(\delta+i\kappa/2)a-gb=i\sqrt{\hbar\kappa/2}\,s_{\rm in},\qquad
(\delta+i\gamma/2)b=ga.
$$

Eliminate $b$ and use the outgoing amplitude $\sqrt{\kappa/(2\hbar)}\,a$:

$$
t=\frac{i\kappa}{2}\frac{\delta+i\gamma/2}{D},\qquad
D=(\delta+i\kappa/2)(\delta+i\gamma/2)-g^2.
$$

The zeros of $D$ are the mode energies, but the numerator also shapes the spectrum. At $\delta=0$ it is $i\gamma/2$, which is small for a narrow exciton. There $D=-(g^2+\kappa\gamma/4)$, so

$$
t(0)=\frac{\kappa\gamma/4}{g^2+\kappa\gamma/4}=\frac1{1+C},\qquad C=\frac{4g^2}{\kappa\gamma}.
$$

The empty cavity has $t(0)=1$. The central transmission $T(0)=1/(1+C)^2$ thus depends on the cooperativity $C$, whereas the pole criterion compares $g$ with a difference of widths.

To find when there is a dip, write $x=\delta^2$ and $G=g^2+\kappa\gamma/4$. Since $D=x-G+i\delta(\kappa+\gamma)/2$,

$$
|D|^2=x^2+Bx+G^2,\qquad
B=\frac{(\kappa+\gamma)^2}{4}-2G=\frac{\kappa^2+\gamma^2}{4}-2g^2.
$$

The numerator of $T=|t|^2$ is proportional to $y=x+\gamma^2/4$. Substituting $x=y-\gamma^2/4$ gives

$$
|D|^2=y^2+\left(B-\frac{\gamma^2}{2}\right)y+c,\qquad
c=G^2-\frac{B\gamma^2}{4}+\frac{\gamma^4}{16}.
$$

In $c$, the terms $\pm\kappa^2\gamma^2/16$ and $\pm\gamma^4/16$ cancel. What remains is

$$
c=g^4+\frac{g^2\kappa\gamma}{2}+\frac{g^2\gamma^2}{2}
=g^2\left[g^2+\frac{\gamma(\kappa+\gamma)}2\right],
$$

$$
T=\frac{\kappa^2/4}{y+c/y+B-\gamma^2/2}.
$$

The sum $y+c/y$ is smallest at $y=\sqrt c$, so the peaks lie at

$$
\delta_{\rm p}^2=g\sqrt{g^2+\frac{\gamma(\kappa+\gamma)}2}-\frac{\gamma^2}{4}.
$$

If the right side is negative, the minimum lies outside the physical range $y\ge\gamma^2/4$, and $T$ has a single central peak. A dip therefore requires $c>\gamma^4/16$, a quadratic inequality for $g^2$. Its positive root gives

$$
g^2>\frac\gamma4\left[\sqrt{(\kappa+\gamma)^2+\gamma^2}-(\kappa+\gamma)\right].
$$

For $\gamma\ll\kappa$, expanding the square root gives $g^2>\gamma^3/(8\kappa)$ to leading order. This threshold vanishes as the exciton narrows, while the pole threshold tends to $\kappa/4$. The answer to the question is no.

A dip just above threshold is very shallow, so a visible one asks for more. Take $C>1$, which puts the centre below one quarter of the empty-cavity value. This is compatible with coincident real energies when $\sqrt{\kappa\gamma}/2<g<(\kappa-\gamma)/4$. The interval exists if $\kappa-\gamma>2\sqrt{\kappa\gamma}$, that is, if $\sqrt{\kappa/\gamma}>1+\sqrt2$, or $\kappa/\gamma$ above about 5.8.

The converse inference fails too. At $\kappa=\gamma$ any nonzero $g$ splits the poles, but a dip needs $g>0.243\gamma$. At $g=0.2\gamma$ the pole gap is $0.40\gamma$ and transmission has a single peak.

**The example in question**

The spectrum was calculated by wave optics for a resonant sheet, so $g$ and $\kappa$ must be obtained from the sheet and the mirrors. Let the sheet have radiative FWHM $\gamma_r$ in the surrounding medium, and let $u=\delta+i\gamma/2$. Its reflection amplitude is $r_s=-i(\gamma_r/2)/(u+i\gamma_r/2)$. Continuity of the field makes its transmission amplitude $1+r_s$. Equal waves arriving from both sides leave multiplied by

$$
1+2r_s=\frac{u-i\gamma_r/2}{u+i\gamma_r/2}.
$$

Assume hard mirrors with amplitude $-\sqrt R$ and a half-wave cavity, with resonance at photon energy $E_0$. The trip from sheet to mirror and back has phase $\pi+\tau\delta$, where $\tau=\pi/E_0$. The two minus signs cancel, and the returning factor is $e^{i\phi}$ with $\phi=\tau\delta+\tfrac i2\ln(1/R)$. A mode reproduces itself, so $e^{i\phi}(1+2r_s)=1$. Solving for $e^{i\phi}$ and forming $(e^{i\phi}-1)/(e^{i\phi}+1)=i\tan(\phi/2)$ gives

$$
u\tan(\phi/2)=\gamma_r/2.
$$

For small $\phi$ this becomes $u\phi=\gamma_r$. Division by $\tau$ gives the two-mode condition $D=0$, with

$$
g^2=\frac{\gamma_rE_0}{\pi},\qquad
\kappa=\frac{E_0}{\pi}\ln\frac1R .
$$

The inputs are $E_0=2.05$ eV, $\gamma_r=1.5$ meV, $\gamma=3.0$ meV, refractive index 2.1 and $R=0.75$. The half-wave length is 144 nm. Then

$$
g=\sqrt{1.5\times2050/\pi}=31.3\ \text{meV},\qquad
\kappa=\frac{2050}{\pi}\ln\frac1{0.75}=187.7\ \text{meV}.
$$

The pole threshold is $(187.7-3.0)/4=46.2$ meV, well above $g$. The dip threshold is 0.133 meV, far below it. The cooperativity is $C=4(31.3)^2/(187.7\times3.0)=6.95$, hence $T(0)=1/7.95^2=0.016$. The peak formula gives a splitting of 66.6 meV, against 66.8 meV from wave optics.

The poles found directly from the wave-optics equations have a real-energy gap of 0.00 meV and FWHMs of 163.3 and 27.5 meV. The two peaks are not two mode energies. Within 100 meV of resonance, the two-mode transmission differs from the wave-optics result by at most 0.0038, on a scale where the empty-cavity peak is 1.

Now keep the sheet, length and index fixed and raise $R$ to 0.90. The cavity width falls to 68.8 meV and the pole threshold to 16.4 meV. The poles then have a real gap of 53.2 meV and equal FWHMs of 35.9 meV, so the stricter convention is also met. Yet the transmission splitting is 64.2 meV, slightly smaller than in the weakly coupled cavity. For this sheet the poles separate when $\kappa>4g+\gamma$ ceases to hold, at $R=0.822$. The transmission splitting gives no sign of that change.

The reason is in the peak formula. When $\gamma(\kappa+\gamma)\ll2g^2$, expansion of its square root gives $\delta_{\rm p}^2\simeq g^2+\kappa\gamma/4$. At fixed $g$ and $\gamma$, greater mirror loss moves the peaks outward, although for $\kappa>\gamma$, as here, it brings the real pole energies together until they coincide.

**Where the dip comes from**

Below the pole threshold, with $\kappa>\gamma$, define

$$
s=\sqrt{q^2-g^2},\qquad \Gamma_\pm=\frac{\kappa+\gamma}{4}\pm s.
$$

The poles are at $-i\Gamma_\pm$. Partial fractions give

$$
t=\frac{i\kappa}{2}\left[\frac{A_+}{\delta+i\Gamma_+}+\frac{A_-}{\delta+i\Gamma_-}\right],
$$

$$
A_+=\frac{\Gamma_+-\gamma/2}{\Gamma_+-\Gamma_-},\qquad
A_-=\frac{\gamma/2-\Gamma_-}{\Gamma_+-\Gamma_-}.
$$

Since $s<q$, we have $\Gamma_->(\kappa+\gamma)/4-q=\gamma/2$. Hence $A_-<0<A_+$: a narrow resonance is subtracted from a broad one at the same energy.

In the example the weights are 1.180 and $-0.180$. The narrow weight is small, but at the centre each weight is divided by its own $\Gamma$. The two contributions to $t(0)$ are 1.356 and $-1.230$, with sum 0.126. Its square is the central transmission of 0.016 in the calculated spectrum. The dip is destructive interference between two modes of equal real energy.

The same cancellation appears in time. Put one unit of amplitude in the cavity at $t=0$. Because $M^2=-s^2$, the exponential series of $-iMt/\hbar$ sums to a hyperbolic cosine and sine, and

$$
a(t)=e^{-(\kappa+\gamma)t/4\hbar}\left[\cosh\frac{st}{\hbar}-\frac qs\sinh\frac{st}{\hbar}\right],
$$

$$
b(t)=-\frac{ig}{s}e^{-(\kappa+\gamma)t/4\hbar}\sinh\frac{st}{\hbar}.
$$

The exciton amplitude rises and decays without returning to zero at any later finite time. The cavity amplitude reverses sign once, when $\tanh(st/\hbar)=s/q$. Here $s=(163.3-27.5)/4=34.0$ meV, $s/q=0.736$, and the reversal occurs at 18.2 fs. The central transmission amplitude is proportional to $\int_0^\infty a(t)\,dt$, so the long negative tail nearly cancels the short positive start. One reversal of the cavity field is thus not evidence of repeated energy exchange. With $R=0.90$, $s$ is imaginary, the hyperbolic functions become trigonometric, and the exciton amplitude passes through zero five times within 400 fs.

**Would an anticrossing settle the matter?**

A natural reply is to tune the cavity and show that the transmission peaks avoid each other. The limit $\gamma\to0$ shows that this does not suffice. For a cavity at $\Delta$,

$$
T=\frac{(\kappa\delta/2)^2}{[\delta(\delta-\Delta)-g^2]^2+(\kappa\delta/2)^2}.
$$

Transmission reaches 1 where the square bracket vanishes:

$$
\delta=\frac\Delta2\pm\sqrt{\frac{\Delta^2}{4}+g^2}.
$$

This is the familiar anticrossing, with minimum separation $2g$, and $\kappa$ does not appear in it. It persists when $g<\kappa/4$ and the modes are weakly coupled.

The poles behave differently. With detuning, their energies are

$$
E_\pm=\frac\Delta2-\frac{i(\kappa+\gamma)}4\pm\sqrt{g^2-q^2+\frac{\Delta^2}{4}-iq\Delta}.
$$

In weak coupling and for small $\Delta$, the root belonging to the broad mode is $-is\sqrt{1+iq\Delta/s^2}\simeq-is+q\Delta/(2s)$. The narrow mode has the opposite root. To first order the real energy of the broad mode minus that of the narrow one is

$$
\frac{q}{s}\Delta=\frac{\Delta}{\sqrt{1-16g^2/(\kappa-\gamma)^2}}.
$$

It changes sign with $\Delta$, so the real energies cross. In the example the slope is 1.36. The shared real energy is therefore a statement about zero detuning, and a small gap at finite detuning does not contradict it.

**Evidence that would support the claim**

The power absorbed by the exciton is more informative. Its loss rate is $\gamma|b|^2/\hbar$, and $b=ga/(\delta+i\gamma/2)$ cancels the numerator of the cavity response. The absorbed fraction is

$$
A=\frac{\kappa\gamma g^2}{2|D|^2}.
$$

From $|D|^2=x^2+Bx+G^2$, a doublet requires $B<0$, or $g^2>(\kappa^2+\gamma^2)/8$. This exceeds the squared pole threshold by

$$
\frac{\kappa^2+\gamma^2}{8}-\frac{(\kappa-\gamma)^2}{16}=\frac{(\kappa+\gamma)^2}{16}.
$$

Within this model an absorption doublet at zero detuning therefore implies strong coupling. The tuning matters: far from resonance even a weakly coupled pair can show two absorption peaks, one near each bare energy. A single absorption peak decides nothing, because the poles may already have separated. The cavity with $R=0.75$ has one absorption maximum; that with $R=0.90$ has two, 39.3 meV apart. The quantity must be absorption in the exciton: $1-T$ will not do, since it includes reflection, and mirror absorption must be removed.

Transmission can also be used if $\kappa$ and $\gamma$ are known separately. Set $p=\gamma(\kappa+\gamma)/2$ and $y_{\rm p}=\delta_{\rm p}^2+\gamma^2/4$. The peak formula is $g^4+pg^2=y_{\rm p}^2$, so

$$
g^2=\frac{-p+\sqrt{p^2+4y_{\rm p}^2}}2.
$$

Here the wave-optics empty cavity has FWHM 189.0 meV, and half the peak splitting is 33.4 meV. These give $p=288$ meV² and $y_{\rm p}=1118$ meV², hence $g=31.35$ meV. The ratio $4g/(\kappa-\gamma)$ is 0.67, below 1. The spectrum that was offered as proof of strong coupling, analysed with the widths, places the system in weak coupling. The width $\gamma$ needed here excludes radiative broadening, so the full linewidth of the sheet outside the cavity is not the right input.

**Relation to a real monolayer**

The exciton parameters are rough values in the regime of a cold, encapsulated WS₂ monolayer. The cavity is a deliberately poor one, with quality factor 10.9; strong coupling with this sheet needs $R$ above 0.822. The verdict also depends on the rough value of $\gamma_r$: since $g^2\propto\gamma_r$, the poles at $R=0.75$ would separate for $\gamma_r$ above about 3.3 meV. Real metal mirrors also absorb, which lowers the transmission, and the field enters them, which the hard-mirror assumption omits. As a generous allowance, suppose that this raises the effective cavity length by 15 nm per mirror, from 144 to 174 nm. At fixed resonance energy $\kappa$ scales inversely with this length and $g$ inversely with its square root. The ratio $4g/(\kappa-\gamma)$ would rise from 0.68 to 0.75, which is still weak coupling. The actual rise should be smaller, because metal mirrors must stand closer together to keep the same resonance energy.

Among the effects whose spectra are estimated here, temperature makes the largest change. With a rough room-temperature width $\gamma=30$ meV, and with $g$, $\kappa$ and the tuning held fixed, the central transmission rises to 0.35 and the peak splitting to 85.4 meV. The ratio is then 0.79, so a wider splitting still accompanies coincident real energies.

The other corrections, estimated one at a time for the cold sheet, alter the spectrum less:

- Inhomogeneous broadening of 5 meV FWHM raises the central transmission to 0.043 and leaves the splitting at 67.0 meV.
- A 2s exciton 130 meV higher, with one twentieth of the strength, changes the transmission near its own energy by about 0.1 and opens a real gap of 0.39 meV between the two lower modes.
- Light at 10° raises the cavity energy by 7.0 meV, which gives a pole gap of 9.5 meV. This is detuning, and is small beside the broad mode's width.
- At 100 W/cm², with the central absorbed fraction $A(0)=2C/(1+C)^2=0.22$ and an assumed lifetime of 10 ps, the exciton density is about $7\times10^8$ cm⁻². Excitons of radius 2 nm would cover less than $10^{-4}$ of the area, which supports linear response.

**Recommendation**

The claim of strong coupling should be withdrawn for the cavity with $R=0.75$. The spectrum supports a narrower statement: the exciton and cavity have a cooperativity well above 1 and interfere strongly in transmission. A claim about split modes should report $\kappa$, $\gamma$ and $g$ and compare $g$ with $|\kappa-\gamma|/4$, or show a doublet in the absorption of the exciton itself at zero detuning. In a real sample, the second peak must not come from a neighbouring line, such as that of a charged exciton. The absorption test also assumes a single Lorentzian exciton line. In the cavity with $R=0.75$, dividing the same total strength equally between a 3 meV and a 30 meV line at one energy gives a shallow absorption doublet, with maxima of 0.336 at $\pm4.3$ meV against 0.328 at the centre, although all poles keep the same real energy. The numerical output below gives the values for both cavities.

## Calculated quantities

```
Resonance energy: 2.05 eV; surrounding index: 2.1
Sheet radiative FWHM: 1.5 meV; nonradiative: 3.0 meV
Half-wave cavity length: 144.0 nm
Coupling g: 31.29 meV; 2g: 62.57 meV
Critical mirror reflectance for split poles: 0.822
--- Mirror reflectance 0.75 ---
Cavity FWHM kappa: 187.7 meV; quality factor: 10.9
Pole-splitting threshold for g: 46.18 meV
Dip threshold for g: 0.133 meV
Absorption-doublet threshold: 66.38 meV
Cooperativity C: 6.95
Transmission peak splitting, wave optics: 66.8 meV
Same, two-mode formula: 66.6 meV
Transmission at centre: 0.0158; at peaks: 0.971
Real-energy gap of poles, wave optics: 0.00 meV
Pole FWHMs, wave optics: 163.3, 27.5 meV
Number of absorption maxima: 1
Largest two-mode error in transmission: 0.0038
--- Mirror reflectance 0.90 ---
Cavity FWHM kappa: 68.8 meV; quality factor: 29.8
Pole-splitting threshold for g: 16.44 meV
Dip threshold for g: 0.217 meV
Absorption-doublet threshold: 24.33 meV
Cooperativity C: 18.98
Transmission peak splitting, wave optics: 64.2 meV
Same, two-mode formula: 64.2 meV
Transmission at centre: 0.0025; at peaks: 0.920
Real-energy gap of poles, wave optics: 53.24 meV
Pole FWHMs, wave optics: 35.9, 35.9 meV
Number of absorption maxima: 2
Largest two-mode error in transmission: 0.0009
Absorption splitting, reflectance 0.90: 39.3 meV
--- Reflectance 0.75: interference, time, detuning ---
Lorentzian weights: broad 1.180, narrow -0.180
Centre amplitudes / empty cavity: 1.356, -1.230
Sum of centre amplitudes: 0.126
Single cavity-amplitude zero: 18.2 fs
Exciton zeros to 400 fs: R=0.75: 0; R=0.90: 5
Real-gap slope with detuning: 1.360
Empty-cavity FWHM, wave optics: 189.0 meV
g recovered from spectrum: 31.35 meV
Recovered 4g/(kappa-gamma): 0.674
Equal widths, g=0.2 gamma: pole gap/gamma 0.40, no dip
Equal widths: dip threshold g/gamma 0.243
--- Neglected effects, reflectance 0.75, rough inputs ---
Warm exciton FWHM 30 meV: splitting 85.4 meV
  centre T 0.347; 4g/|kappa-gamma| 0.793
Inhomogeneous FWHM 5 meV: splitting 67.0 meV, centre T 0.0434
2s at +130 meV, strength 0.05: splitting 66.7 meV, pole gap 0.39 meV
Angle 10 deg: cavity shift 7.0 meV, pole gap 9.5 meV
Mirror penetration 15 nm each: 4g/(kappa-gamma) 0.747
At 100 W/cm2, lifetime 10 ps: density 6.7e+08 cm^-2
  area fraction for exciton radius 2 nm: 8.4e-05
```
